# Optical rotation in achiral crystals: which classes, and along which directions

## Question

I learned that a substance must be chiral to rotate the plane of polarization of light. The argument was that a mirror turns right-handed rotation into left-handed rotation, so a substance that equals its own mirror image can have neither. Now I read that some crystals with mirror planes are optically active. What is wrong with the argument? Which crystal classes are involved, and would I see the plane of polarization turn if I sent a beam through such a crystal?

## Answer

The argument holds for a fluid, where all directions are equivalent. In a crystal, a mirror reverses the sense of rotation but also moves the beam onto a different line, unless the beam lies in the mirror or is normal to it (a normal beam is reversed, and opposite directions rotate alike, as shown below). For those special directions it forbids rotation; for all others it says only that two mirror-related directions have opposite rotations, which forbids neither. Fifteen of the 32 crystal classes allow optical activity: the eleven chiral ones and the achiral classes $m$, $mm2$, $\bar4$ and $\bar42m$. Whether the plane of polarization steadily turns is a further matter, because linear birefringence can suppress the turning.

### The tensor behind optical activity

Take a lossless crystal without magnetic order or applied magnetic field, and fields varying as $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$. Write $E_i=\eta_{ij}(\mathbf k)D_j/\varepsilon_0$, with repeated indices summed. The dependence on $\mathbf k$ expresses a slightly nonlocal response. Two conditions apply:

- no absorption: $\eta_{ij}(\mathbf k)=\eta_{ji}(\mathbf k)^*$;
- time-reversal symmetry: $\eta_{ij}(\mathbf k)=\eta_{ji}(-\mathbf k)$.

At $\mathbf k=0$ they make $\eta_{ij}$ real and symmetric. For a linear term $\lambda_{ijl}k_l$, the second gives $\lambda_{ijl}=-\lambda_{jil}$, and the first then gives $\lambda_{ijl}=\lambda_{jil}^*=-\lambda_{ijl}^*$. The term is antisymmetric in $ij$ and imaginary, so it can be written with the Levi-Civita symbol and a real tensor $\beta$, which has the unit of length:

$$\eta_{ij}(\mathbf k)=\eta_{ij}+i\,e_{ijm}\beta_{ml}k_l .$$

All induced response is contained in $\mathbf D$, so $\mathbf B=\mu_0\mathbf H$. Maxwell's equations give $\mathbf k\times(\mathbf k\times\mathbf E)=-\omega^2\mu_0\mathbf D$ and $\mathbf k\cdot\mathbf D=0$. For $\mathbf k=k\mathbf s$ the left side is $-k^2\mathbf E_\perp$, where $\perp$ means normal to $\mathbf s$. With $k_0=\omega/c$ and $n=k/k_0$,

$$\eta_\perp\mathbf D=\frac1{n^2}\mathbf D .$$

Choose $\mathbf e_1,\mathbf e_2$ normal to $\mathbf s$ so that they diagonalize the real part of $\eta_\perp$ and $\mathbf e_1\times\mathbf e_2=\mathbf s$. The off-diagonal element is $i(\mathbf e_1\times\mathbf e_2)_m\beta_{ml}ks_l$. Hence

$$\eta_\perp=\begin{pmatrix}\eta_1&ib\\-ib&\eta_2\end{pmatrix},\qquad b=k\,\beta(\mathbf s),\qquad \beta(\mathbf s)=s_m\beta_{ml}s_l .$$

The antisymmetric part of $\beta$ drops out, and $\beta(-\mathbf s)=\beta(\mathbf s)$.

### Rotation without birefringence

Let $\eta_1=\eta_2=1/n^2$. Acting on $(1,\pm i)$, the first row gives $1/n^2\mp b$, so these circular waves are the modes. To first order in $b$ their indices are

$$n_\pm=n\pm\tfrac12n^3b=n\pm\tfrac12n^4\beta(\mathbf s)k_0,$$

where $b=nk_0\beta(\mathbf s)$ was used. Light starting along $\mathbf e_1$ is $(1,0)=\frac12[(1,i)+(1,-i)]$. After a distance $z$, apart from a common phase, the two parts carry $e^{\pm i\rho z}$ with $\rho=\frac12k_0(n_+-n_-)$, and the sum is

$$\left(\cos\rho z,\ \tfrac i2(e^{i\rho z}-e^{-i\rho z})\right)=(\cos\rho z,\,-\sin\rho z).$$

The light stays linear and turns from $\mathbf e_1$ away from $\mathbf e_2$. For an observer facing the beam, $\mathbf e_1\to\mathbf e_2$ is counterclockwise, so positive $\rho$ means clockwise rotation:

$$\boxed{\rho=\tfrac12n^4k_0^2\,\beta(\mathbf s)}$$

### What a mirror does

Let $R$ be a symmetry operation of the crystal. Then $R\,\eta(\mathbf k)R^T=\eta(R\mathbf k)$. For an orthogonal matrix, $R_{ia}R_{jb}e_{abm}=\det(R)\,e_{ijp}R_{pm}$. Comparing the terms linear in $\mathbf k$ gives $\det(R)R\beta=\beta R$, or

$$\beta=\det(R)\,R\beta R^T .$$

Three consequences follow.

1. $\beta(R\mathbf s)=\det(R)\beta(\mathbf s)$. A mirror gives opposite values along mirror-related directions. If $\mathbf s$ lies in the mirror, then $R\mathbf s=\mathbf s$; if it is normal to the mirror, $R\mathbf s=-\mathbf s$. In both cases $\beta(\mathbf s)=-\beta(\mathbf s)=0$.
2. $\operatorname{tr}\beta=\det(R)\operatorname{tr}\beta$. Any operation with $\det R=-1$ makes the trace vanish.
3. Averaged over directions, $\langle s_ms_l\rangle=\delta_{ml}/3$, so $\langle\beta(\mathbf s)\rangle=\frac13\operatorname{tr}\beta$.

A nonzero symmetric matrix with zero trace has eigenvalues of both signs. An achiral crystal that is active at all thus has directions with positive and with negative $\beta(\mathbf s)$, and the average is zero. In a dilute fluid the contributions of randomly oriented molecules add, and the same average leaves a third of the trace. Achiral molecules then give no rotation, which is the rule you learned.

### Counting the classes

In the eleven chiral classes every operation has $\det R=1$, so $\beta$ proportional to the unit matrix is allowed. In the eleven centrosymmetric classes $R=-1$ gives $\beta=-\beta=0$. Ten classes remain. Only the symmetric part of $\beta$ matters for them, and a mirror normal to an axis keeps just those elements that carry that axis index once.

- $m$, mirror normal to $z$: the $xz$ and $yz$ elements survive.
- $mm2$, mirrors normal to $x$ and $y$: the $xy$ element survives.
- $\bar4$ along $z$: here $\beta=-R_4\beta R_4^T$ with $R_4$ the quarter turn. This gives $\beta_{xx}=-\beta_{yy}$ and $\beta_{zz}=0$, and leaves the symmetric $xy$ element free. Applying the operation twice gives a half turn, which removes $xz$ and $yz$.
- $\bar42m$, with axes chosen so that the mirrors are normal to $x$ and $y$: the $xy$ element survives.
- $3m$, $4mm$, $6mm$: the rotation axis reduces the symmetric part to $\mathrm{diag}(a,a,c)$, and the vertical mirrors remove diagonal elements. An antisymmetric part $\beta_{xy}=-\beta_{yx}$ remains, but it does not enter $\beta(\mathbf s)$.
- $\bar6$, $\bar6m2$: the threefold axis again leaves $\mathrm{diag}(a,a,c)$, and the mirror normal to $z$ removes it.
- $\bar43m$: the cubic rotations leave a multiple of the unit matrix, and the zero trace removes it.

Four achiral classes survive, which makes fifteen in total.

### When birefringence hides the rotation

Now let $\delta=\eta_1-\eta_2\neq0$, and neglect the small difference in $k$ between the modes when evaluating $b$. With $\Delta=\sqrt{\delta^2/4+b^2}$, $C=\delta/2\Delta$ and $S=b/\Delta$,

$$\eta_\perp=\frac{\eta_1+\eta_2}2+\Delta M,\qquad M=\begin{pmatrix}C&iS\\-iS&-C\end{pmatrix},\qquad M^2=1 .$$

The mode with $M=+1$ has the larger $1/n^2$ and so the smaller index. If $\tau$ is the phase difference built up between the modes, propagation multiplies $\mathbf D$ by $e^{-i\tau M/2}=\cos\frac\tau2-iM\sin\frac\tau2$, apart from a common phase. Light starting along $\mathbf e_1$ becomes

$$D_1=\cos\tfrac\tau2-iC\sin\tfrac\tau2,\qquad D_2=-S\sin\tfrac\tau2 .$$

The azimuth $\psi$ of the polarization ellipse obeys

$$\tan2\psi=\frac{2\,\mathrm{Re}(D_1^*D_2)}{|D_1|^2-|D_2|^2}=\frac{-S\sin\tau}{C^2+S^2\cos\tau},$$

where $C^2+S^2=1$ was used in the denominator. For $|\delta|>2|b|$, that is $C^2>S^2$, the denominator stays positive and $\psi$ oscillates about zero. Setting the derivative with respect to $\tau$ to zero gives $\cos\tau=-S^2/C^2$. With $t=|S/C|=2|b|/|\delta|$ and $1+t^2=1/C^2$,

$$|\tan2\psi|_{\max}=\frac{|S|}{C^2\sqrt{1-t^4}}=\frac{t}{\sqrt{1-t^2}}
\quad\Rightarrow\quad
|\psi|_{\max}=\tfrac12\arcsin\frac{2|b|}{|\delta|}.$$

For $|\delta|<2|b|$ the denominator changes sign and the azimuth keeps turning. These statements are for light that starts along $\mathbf e_1$. Linear light that starts at another azimuth swings over a wider range through the birefringence itself. If it starts close enough to $45^\circ$, the axis of its ellipse can advance by $180^\circ$ per beat even when $|\delta|>2|b|$. Uniform rotation of linear light needs $\delta=0$. This restricts the four achiral classes as follows.

- **$mm2$**: $\beta(\mathbf s)=(\beta_{xy}+\beta_{yx})s_xs_y$. The optic axes of a biaxial crystal lie in the plane of the largest and smallest principal permittivities. They show rotation if this is the $xy$ plane, so the twofold axis $z$ must have the intermediate permittivity. Otherwise they lie in a mirror plane.
- **$m$**: the normal to the mirror is a principal axis. If its permittivity is the intermediate one, the optic axes lie in the mirror and show no rotation. Otherwise they are mirror images of each other, and symmetry allows opposite rotations.
- **$\bar4$ and $\bar42m$**: the optic axis is $z$, where $\beta_{zz}=0$. If the two principal permittivities happen to coincide at some wavelength, uniform rotation appears in those directions where $\beta(\mathbf s)\neq0$; in $\bar42m$ this excludes the mirror planes.

### A crystal built from achiral units

The effect can be followed from structure to rotation in a simple model. Each unit is a pair of oscillators at $\mathbf r_1,\mathbf r_2$, polarizable along unit vectors $\mathbf u_1,\mathbf u_2$ with polarizability volume $\alpha$. Let their dipoles be $4\pi\varepsilon_0q_a\mathbf u_a$. With static dipole coupling,

$$\frac{q_1}\alpha+Vq_2=\mathbf u_1\cdot\mathbf E(\mathbf r_1),\qquad V=\frac{\mathbf u_1\cdot\mathbf u_2-3(\mathbf u_1\cdot\mathbf h)(\mathbf u_2\cdot\mathbf h)}{d^3},$$

and likewise with 1 and 2 exchanged. Here $\mathbf r_{12}=\mathbf r_1-\mathbf r_2=d\,\mathbf h$. Inverting the $2\times2$ system gives the off-diagonal element $c=-V/(\alpha^{-2}-V^2)$: a field at one oscillator excites the other. Fields between different pairs are neglected, and a local background permittivity is added.

For $N$ pairs per volume, the response at $\mathbf r_a$ to a field at $\mathbf r_b$ carries the phase $e^{-i\mathbf k\cdot(\mathbf r_a-\mathbf r_b)}$. Expanding it, the linear part of the permittivity is

$$-4\pi iNc\,(u_{1i}u_{2j}-u_{2i}u_{1j})\,\mathbf r_{12}\cdot\mathbf k=i\,e_{ijm}\gamma_{ml}k_l,\qquad \gamma_{ml}=-4\pi Nc\,(\mathbf u_1\times\mathbf u_2)_m(\mathbf r_{12})_l .$$

To first order, the inverse of $\varepsilon+X$ is $\eta-\eta X\eta$. Since $\eta$ is symmetric, $\eta_{ia}\eta_{jb}e_{abm}=\det(\eta)\,e_{ijp}\varepsilon_{pm}$, and therefore

$$\beta=-\frac{\varepsilon\gamma}{\det\varepsilon}.$$

Now take a V-shaped pair: $\mathbf u_{1,2}=(\pm\sin\theta,0,\cos\theta)$ at $x=\pm d/2$. It has mirrors normal to $x$ and $y$, so aligned copies on a lattice that has the same two mirrors form an $mm2$ crystal. Here $\mathbf u_1\times\mathbf u_2=(0,-2\sin\theta\cos\theta,0)$, and the one nonzero element is

$$\gamma_{yx}=8\pi Nc\,d\sin\theta\cos\theta .$$

The chosen parameters are $\alpha=1.5$ Å$^3$, $d=2$ Å, $\theta=50^\circ$, 60 Å$^3$ per pair, background 2.2 and vacuum wavelength 600 nm. Then $V=(1+\sin^2\theta)/d^3=0.1984$ Å$^{-3}$ and $c=-0.4896$ Å$^3$, so

$$\gamma_{yx}=2\cdot\frac{4\pi}{60}\cdot(-0.4896)\cdot2\cdot\sin50^\circ\cos50^\circ\ \text{Å}=-0.2020\ \text{Å}.$$

A field along $x$ drives $q_1=-q_2$, and one along $z$ drives $q_1=q_2$. The permittivities are

$$\varepsilon_x=2.2+\frac{4\pi N\cdot2\sin^2\theta}{1/\alpha-V}=2.725,\quad \varepsilon_y=2.2,\quad \varepsilon_z=2.2+\frac{4\pi N\cdot2\cos^2\theta}{1/\alpha+V}=2.400 .$$

The twofold axis has the intermediate value, as required. For $\mathbf s=(\cos\varphi,\pm\sin\varphi,0)$ the transverse elements of $\eta$ are $1/\varepsilon_z$ and $\sin^2\varphi/\varepsilon_x+\cos^2\varphi/\varepsilon_y$. They are equal when

$$\sin^2\varphi=\frac{1/\varepsilon_y-1/\varepsilon_z}{1/\varepsilon_y-1/\varepsilon_x},\qquad \varphi=41.14^\circ .$$

With $\beta_{yx}=-\gamma_{yx}/(\varepsilon_x\varepsilon_z)=0.03089$ Å, the two optic axes have $\beta(\mathbf s)=\pm\beta_{yx}\sin\varphi\cos\varphi=\pm0.01530$ Å. Since $n^4=\varepsilon_z^2$ and $k_0=1.0472\times10^{-3}$ Å$^{-1}$,

$$\rho=\pm\tfrac12(2.400)^2(0.01530)(1.0472\times10^{-3})^2\ \text{Å}^{-1}=\pm483\ \text{rad/m}=\pm27.7^\circ/\text{mm}.$$

One achiral crystal thus rotates clockwise along one optic axis and counterclockwise along the other. The numerical check confirms both values by propagating light with the unexpanded phase factors.

Tilt the beam by $10^\circ$ from the first axis, within the $xy$ plane and away from $x$. Now $|\delta|=0.01519$ and $|b|=2.448\times10^{-5}$, where $b$ is evaluated with the index $\sqrt{\varepsilon_z}=1.549$ of light polarized along $z$. For a field $\mathbf D$ that starts along $z$ inside the crystal, the azimuth never departs from $z$ by more than

$$\tfrac12\arcsin\frac{2(2.448\times10^{-5})}{0.01519}=0.092^\circ .$$

It oscillates with a period of 20.7 μm. Light polarized in the $xy$ plane has the index 1.578, so its $b$ is larger in that ratio and its bound is $0.094^\circ$. Both bounds refer to $\mathbf D$ inside the crystal and leave out the faces of a plate. A lossless plate without reflections has a unitary Jones matrix and so gives both inputs the same bound, about $0.093^\circ$, and reflections at uncoated faces change it further. The activity is still present, but for light polarized along a principal direction birefringence prevents it from accumulating as rotation.

Narrowing the V to $\theta=30^\circ$ gives $\varepsilon_x=2.405$, $\varepsilon_y=2.200$ and $\varepsilon_z=2.582$. Now $x$ is intermediate and the optic axes lie in the $yz$ mirror plane. Although $\beta_{yx}=0.0217$ Å, $s_x=0$ gives no rotation there.

### The $\bar42m$ case

Let half the units be images of the V under $\bar4$. The image contributes $\gamma_{xy}$ equal to the original $\gamma_{yx}$, by the transformation law above. At 60 Å$^3$ per unit, the average has $\gamma_{xy}=\gamma_{yx}=-0.1010$ Å. The permittivities are 2.462 normal to $z$ and 2.400 along $z$, and $\beta_{xy}=\beta_{yx}=0.01709$ Å. Thus $\beta(\mathbf s)=2\beta_{xy}s_xs_y$ vanishes along the optic axis and has opposite signs along $[110]$ and $[1\bar10]$. In those two directions the crystal is birefringent, and along $[110]$ the azimuth of a field $\mathbf D$ that starts along $z$ inside the crystal departs from $z$ by at most $0.151^\circ$.

If the background is adjusted so that all three permittivities equal 2.5, this obstacle disappears. Then $\beta_{xy}=0.1010/2.5^2$ Å, and the formula for $\rho$ gives

$$\rho=\pm\tfrac12(0.1010)(1.0472\times10^{-3})^2\ \text{Å}^{-1}=\pm31.7^\circ/\text{mm}$$

along $[110]$ and $[1\bar10]$.

These magnitudes belong to the model, since the fields between pairs were left out; at 60 Å$^3$ per pair those fields can change the rotation by about a factor of two. The relative signs and the zeros follow from symmetry, provided the lattice has the symmetry of the class. Averaged over directions, $\beta(\mathbf s)$ vanishes for the V. For a twisted, chiral pair with $\mathbf u_{1,2}=(0,\sin\theta,\pm\cos\theta)$ and $\theta=50^\circ$, the average is 0.0011 Å. Chirality is what lets rotation survive the averaging over directions in a fluid; an oriented crystal can do without it.

## Numbers as computed

```
Classes allowing beta(s) != 0: 15
  chiral: 1 2 222 4 422 3 32 6 622 23 432
  achiral: m mm2 -4 -42m
Only antisymmetric beta: 4mm 3m 6mm
  free symmetric components, m: 2
  free symmetric components, mm2: 1
  free symmetric components, -4: 2
  free symmetric components, -42m: 1
Vacuum wavelength: 600 nm
k0: 1.047198e-03 1/angstrom
Polarizability volume: 1.5 angstrom^3
Oscillator separation: 2.0 angstrom
Volume per pair: 60.0 angstrom^3
Background permittivity: 2.2
V half-angle from z: 50.0 deg
Dipole coupling: 0.19835 1/angstrom^3
Inverse-matrix element c: -0.48964 angstrom^3
mm2 permittivities x,y,z: 2.72488 2.20000 2.40008
mm2 indices x,y,z: 1.65072 1.48324 1.54922
Optic axes from x, in xy plane: +/-41.136 deg
gamma_yx: -0.201984 angstrom
beta_yx: 0.030885 angstrom
Axis +: beta(s) = 0.015302 angstrom
  rotation, formula: 27.692 deg/mm
  rotation, propagation: 27.692 deg/mm
Axis -: beta(s) = -0.015302 angstrom
  rotation, formula: -27.692 deg/mm
  rotation, propagation: -27.692 deg/mm
rho on + axis: 483.31 rad/m
10 deg off axis: |eta1-eta2| = 0.015192
  |b| = 2.4480e-05
  beat length: 20.66 micrometre
  largest azimuth, formula: 0.09233 deg
  largest azimuth, propagation: 0.09233 deg
Narrow V half-angle: 30.0 deg
  permittivities x,y,z: 2.40517 2.20000 2.58176
  beta_yx: 0.021732 angstrom
  optic-axis rotation: 0.000 deg/mm
-42m permittivities x,y,z: 2.46244 2.46244 2.40008
  beta_xy: 0.017088 angstrom
  beta_yx: 0.017088 angstrom
  [110] largest azimuth, formula: 0.15053 deg
  [110] largest azimuth, propagation: 0.15053 deg
-42m isotropic point, permittivity: 2.5
  [110] rotation, formula: 31.728 deg/mm
  [110] rotation, propagation: 31.727 deg/mm
  [1-10] rotation, propagation: -31.727 deg/mm
Average beta(s), V pair: 0.000000 angstrom
Average beta(s), twisted pair: 0.001065 angstrom
```
